# Zone-Centre Modes of Wurtzite: Symmetry, Infrared and Raman Activity

## Problem

A binary wurtzite crystal has hexagonal lattice vectors $\mathbf a_1,\mathbf a_2$ of length $a$ at $120^\circ$, and $\mathbf c$ along $z$. Its cell contains two atoms of each species, at the fractional positions

- $A:(\tfrac13,\tfrac23,0)$ and $A':(\tfrac23,\tfrac13,\tfrac12)$
- $B:(\tfrac13,\tfrac23,u)$ and $B':(\tfrac23,\tfrac13,\tfrac12+u)$

with $u\neq\tfrac12$. At the zone centre every cell moves alike, so there are $4\times3=12$ displacements.

(a) Decompose them into irreducible representations of the point group $C_{6v}$ and remove the acoustic modes.

(b) Decide which optical modes are infrared active, Raman active or silent. Consider one-phonon dipole absorption and first-order, nonresonant Raman scattering, for which the polarizability is symmetric.

(c) Find the optical frequencies of a model with central springs $k=0.100$ between nearest neighbours, $k_A=0.010$ between $A$ and $A'$, and $k_B=0.006$ between $B$ and $B'$, all in Ha/bohr². The like-species springs join each atom to its six nearest partners on the other sublattice. Take $a=6.0$ bohr, $c=9.7$ bohr, $u=0.38$, $M_A=50000$ and $M_B=25000$ electron masses.

The macroscopic electric field is zero. The model omits long-range Coulomb forces and represents no particular material.

## First estimate

**Counting.** The group has 12 operations and there are 12 displacements. Suppose that only the identity contributed to the character. Each representation would then occur as often as its dimension:

$$A_1+A_2+B_1+B_2+2E_1+2E_2 .$$

This guess ignores atoms that other operations leave in place.

**Frequency.** A bond-stretching mode has one stiffness scale, $k$, and one inertia scale, the reduced mass

$$\mu=\frac{M_AM_B}{M_A+M_B}=16667 .$$

With $\hbar=1$, the estimate is $\omega\sim\sqrt{k/\mu}=\sqrt{0.100/16667}=2.45$ mHa.

## Solution

### The operations and their characters

Put the origin on the sixfold screw axis. Rotations by $\pm60^\circ$ and $180^\circ$ must be combined with a shift $c/2$. They exchange $A$ with $A'$ and $B$ with $B'$. Rotations by $\pm120^\circ$ need no shift and return each atom to its own sublattice.

The mirror $x\to-x$, with $x$ along $\mathbf a_1$, also preserves each sublattice. Threefold rotation gives two more such mirrors, called $\sigma_v$ here. The reflection $y\to-y$ needs the shift $c/2$. It and its two rotated copies are glides, called $\sigma_d$, and they exchange the sublattices.

No operation reverses $z$: the nearer $B$ atom on the vertical line through an $A$ or $A'$ atom lies on the same side for both, above for $u<\tfrac12$ and below for $u>\tfrac12$.

An atom contributes to the trace of the 12-dimensional displacement matrix only if it stays on its sublattice. If $N$ atoms do so, $\chi(R)=N\,\mathrm{tr}R$. The trace of $R$ is $1+2\cos\varphi$ for a rotation and 1 for a vertical reflection.

| | $E$ | $2C_6$ | $2C_3$ | $C_2$ | $3\sigma_v$ | $3\sigma_d$ |
|---|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | 1 | −1 | −1 |
| $B_1$ | 1 | −1 | 1 | −1 | 1 | −1 |
| $B_2$ | 1 | −1 | 1 | −1 | −1 | 1 |
| $E_1$ | 2 | 1 | −1 | −2 | 0 | 0 |
| $E_2$ | 2 | −1 | −1 | 2 | 0 | 0 |
| $N$ | 4 | 0 | 4 | 0 | 4 | 0 |
| $\mathrm{tr}R$ | 3 | 2 | 0 | −1 | 1 | 1 |
| $\chi$ | 12 | 0 | 0 | 0 | 4 | 0 |

### Reduction and removal of translations

Character orthogonality gives the multiplicity of a representation $\Gamma$ of dimension $d_\Gamma$:

$$n_\Gamma=\frac1{12}\sum_R\chi_\Gamma(R)\chi(R)
=\frac{12d_\Gamma+3\cdot4\,\chi_\Gamma(\sigma_v)}{12}
=d_\Gamma+\chi_\Gamma(\sigma_v).$$

Thus $n_{A_1}=n_{B_1}=1+1=2$, $n_{A_2}=n_{B_2}=1-1=0$, and $n_{E_1}=n_{E_2}=2+0=2$:

$$\Gamma_{\rm total}=2A_1+2B_1+2E_1+2E_2 .$$

A uniform translation is a vector. Its $z$ component has character 1 throughout and is $A_1$. Its $(x,y)$ components have characters $(2,1,-1,-2,0,0)$ and are $E_1$. Removing these three motions once leaves

$$\Gamma_{\rm optical}=A_1+2B_1+E_1+2E_2 .$$

The $B$ label depends on the mirror convention. Exchanging the names $\sigma_v$ and $\sigma_d$ changes $B_1$ to $B_2$, with no physical change.

The patterns follow by giving equal atoms the same or opposite displacement. Opposite displacements add a factor $-1$ for operations that exchange sublattices. Motion along $z$ is therefore $A_1$ in phase and $B_1$ in antiphase. In-plane motion is $E_1$ in phase and $E_2$ in antiphase. Each pattern occurs once for each species, so symmetry leaves $2\times2$ dynamical blocks.

Symmetry also shortens a linear-response calculation. Displacing $A$ along $x$ and $z$, and $B$ along $x$ and $z$, is sufficient: threefold rotation supplies the other in-plane direction, and the screw operation supplies $A'$ and $B'$.

### Infrared and Raman activity

The induced dipole is linear in the displacement and must transform with it. A mode can therefore produce a dipole only if its representation occurs in the vector, $A_1+E_1$.

For Raman scattering the same argument applies to the polarizability change. If $R$ has eigenvalues $\lambda_i$, a symmetric tensor has eigenvalues $\lambda_i\lambda_j$ with $i\le j$. Its character is

$$\chi_{\rm S}(R)=\sum_{i\le j}\lambda_i\lambda_j
=\tfrac12\left[(\mathrm{tr}R)^2+\mathrm{tr}(R^2)\right].$$

In the table's class order, $\mathrm{tr}(R^2)=(3,0,0,3,3,3)$, so $\chi_{\rm S}=(6,2,0,2,2,2)$. Hence

$$n_\Gamma=\tfrac1{12}\left[6\chi_\Gamma(E)+4\chi_\Gamma(C_6)+2\chi_\Gamma(C_2)+6\chi_\Gamma(\sigma_v)+6\chi_\Gamma(\sigma_d)\right].$$

- $A_1$: $(6+4+2+6+6)/12=2$
- $A_2$: $(6+4+2-6-6)/12=0$
- $B_1$: $(6-4-2+6-6)/12=0$
- $B_2$: $(6-4-2-6+6)/12=0$
- $E_1$: $(12+4-4)/12=1$
- $E_2$: $(12-4+4)/12=1$

The tensor components are $zz$ and $xx+yy$ for $A_1$, $(xz,yz)$ for $E_1$, and $(xx-yy,2xy)$ for $E_2$. The assignments are:

- $A_1$ and $E_1$: infrared and Raman active.
- $E_2$: Raman active, infrared inactive.
- $B_1$: silent in both processes.

There is a direct reason for the silence of $B_1$. Its pattern is unchanged by $C_3$, so it could produce only $p_z$, $\alpha_{zz}$ or $\alpha_{xx}+\alpha_{yy}$. These are unchanged by the $C_2$ screw, whereas the pattern reverses. Each response must equal its own negative and vanish.

The acoustic modes also carry the labels $A_1$ and $E_1$, but uniform translation of a neutral crystal changes neither its dipole nor its polarizability. They must be removed before activities are assigned.

### Frequencies of $A_1$ and $E_1$

Each $A$ atom has one vertical bond and three slanted bonds. The latter have length

$$d=\sqrt{a^2/3+[(1/2-u)c]^2}=3.654\ \text{bohr},$$

and slant cosine $g=(1/2-u)c/d=1.164/3.654=0.3185$.

A central spring responds to relative motion along its direction $\mathbf n$. Summing $n_z^2$ over four bonds gives

$$K_z=k(1+3g^2)=0.1304\ \text{Ha/bohr}^2.$$

For motion along $x$, the vertical bond contributes nothing. The three slanted bonds share the in-plane weight equally between $x$ and $y$:

$$K_{xy}=\tfrac32k(1-g^2)=0.1348\ \text{Ha/bohr}^2.$$

Equal atoms move together, so like-species springs are not stretched. For displacements $x_A,x_B$,

$$M_A\ddot x_A=-K(x_A-x_B),\qquad M_B\ddot x_B=K(x_A-x_B).$$

Dividing by the masses and subtracting gives $\omega^2=K/\mu$ for the relative motion. Therefore $\omega_{A_1}=2.798$ mHa (614 cm⁻¹) and $\omega_{E_1}=2.844$ mHa (624 cm⁻¹).

### Frequencies of $B_1$ and $E_2$

Let $A,A',B,B'$ move by $x,-x,y,-y$. Vertical bonds see $x-y$, slanted bonds see $\pm(x+y)$, and like-species springs see $2x$ or $2y$. The six like-species springs have squared vertical cosine

$$h^2=\frac{c^2/4}{a^2/3+c^2/4}=\frac{23.52}{35.52}=0.6622 .$$

For $B_1$, the energy per $A$–$B$ pair, half the cell energy, is

$$V=\tfrac12k\left[(x-y)^2+3g^2(x+y)^2\right]+\tfrac12\,12h^2(k_Ax^2+k_By^2).$$

The factor 12 is six springs times $2^2$, divided by two pairs per cell. Differentiation gives the force-constant block

$$\begin{pmatrix}K_z+12h^2k_A&-k(1-3g^2)\\-k(1-3g^2)&K_z+12h^2k_B\end{pmatrix}
=\begin{pmatrix}0.2099&-0.0696\\-0.0696&0.1781\end{pmatrix}.$$

For $E_2$, vertical bonds drop out, and half of the in-plane weight $1-h^2$ belongs to each direction:

$$V=\tfrac12K_{xy}(x+y)^2+\tfrac12\,6(1-h^2)(k_Ax^2+k_By^2).$$

Its diagonal elements are $K_{xy}+0.0203=0.1551$ and $K_{xy}+0.0122=0.1469$; its off-diagonal element is $K_{xy}=0.1348$.

For a block with diagonal elements $F_A,F_B$ and off-diagonal element $F$, the condition $(F_A-M_A\omega^2)(F_B-M_B\omega^2)=F^2$ gives

$$\omega^2=\frac12\left(\frac{F_A}{M_A}+\frac{F_B}{M_B}\right)\pm\sqrt{\frac14\left(\frac{F_A}{M_A}-\frac{F_B}{M_B}\right)^2+\frac{F^2}{M_AM_B}} .$$

The results are 1.791 and 2.848 mHa for $B_1$ (393 and 625 cm⁻¹), and 0.657 and 2.923 mHa for $E_2$ (144 and 642 cm⁻¹). They agree with the full 12-dimensional diagonalization in the numerical output.

## Comparison

The counting estimate gives the correct numbers of $E_1$ and $E_2$. It fails for the one-dimensional representations because the pure mirrors keep all four atoms in place. Their contribution, $\chi_\Gamma(\sigma_v)$, replaces $A_2$ by a second $A_1$ and $B_2$ by a second $B_1$.

The frequency estimate of 2.45 mHa is 12% below the solved $A_1$ value and 14% below $E_1$. The missing factors are $\sqrt{K_z/k}=1.14$ and $\sqrt{K_{xy}/k}=1.16$, since several bonds act together. For the lower $E_2$ mode the estimate is too high by a factor of 3.7, because that mode hardly stretches the strong bonds.

To see this, set $y=-x$. Then $A$ and $B'$ move together as a rigid bilayer, the neighbouring bilayer moves oppositely, and the $K_{xy}$ term vanishes. Only weak springs remain:

$$\omega^2\approx\frac{6(1-h^2)(k_A+k_B)}{M_A+M_B}=\frac{0.0324}{75000},\qquad \omega\approx0.658\ \text{mHa}.$$

This is close to the solved 0.657 mHa. The closeness is partly due to the chosen parameters. With $y=-x$ the two rows of the $E_2$ block read $6(1-h^2)k_A=M_A\omega^2$ and $6(1-h^2)k_B=M_B\omega^2$, so the rigid pattern is exact when $k_A/M_A=k_B/M_B$. Here these ratios are $2.0\times10^{-7}$ and $2.4\times10^{-7}$. If $k_A$ and $k_B$ tend to zero, this frequency also tends to zero, because the model has central springs only. The shear tilts the vertical bonds, so bond-angle forces, absent here, would also resist it.

The response amplitudes show the difference between allowed and strong. The numerical output uses nearest-neighbour bond dipoles and bond polarizabilities, differentiated without imposing selection rules. A bond of length $\ell$ carries a dipole $0.4\,e\,(\ell/\ell_0)\,\ell$ along the bond, a longitudinal polarizability $10(\ell/\ell_0)^3$ bohr³ and a transverse polarizability $5(\ell/\ell_0)$ bohr³, with $\ell_0=3.7$ bohr. These laws are arbitrary choices: the zeros below follow from symmetry, but the nonzero values depend on the choice. Responses are first derivatives per unit length of the whole displacement vector, not intensities. Each is the root sum of squares of the vector or tensor components, taken rms over degenerate partners. The dipole derivatives are 3.99 $e$ for $A_1$ and 4.02 $e$ for $E_1$, and vanish within numerical accuracy for $B_1$ and $E_2$. The Raman response also vanishes for $B_1$.

Both $E_2$ modes are Raman allowed, but their responses are 0.036 and 6.83 bohr². In this bond model, shearing the vertical bonds changes only $xz$ and $yz$, with opposite signs for the two bonds in the cell. The $E_2$ response therefore comes from the slanted bonds and is proportional to $x+y$. The first row of the $E_2$ block gives $y/x=-0.990$ for the lower mode, so $x+y$ nearly cancels. That row reads $K_{xy}(x+y)=[M_A\omega^2-6(1-h^2)k_A]\,x$. Inserting the rigid-bilayer $\omega^2$ gives $(x+y)/x\approx6(1-h^2)(M_Ak_B-M_Bk_A)/[(M_A+M_B)K_{xy}]=0.010$. This is small both because the like-species springs are weak and because $M_Ak_B=300$ happens to be close to $M_Bk_A=250$ in this example. Mass-weighted orthogonality then gives $y/x=2.02$ for the upper mode. The ratio of $|x+y|/\sqrt{x^2+y^2}$ is $0.007/1.34\approx0.5\%$, as found for the Raman responses. This weakness belongs to the nearest-neighbour bond model. Symmetry alone allows a response $px+qy$ with $p\neq q$, for example from unequal $A$–$A'$ and $B$–$B'$ contributions; the cancellation is then lost and the lower $E_2$ mode need not be weak.

Frequency alone would be a poor label: for these parameters the upper $B_1$ mode happens to lie only about 1 cm⁻¹ above $E_1$, yet one is silent and the other is active in both spectra. In a real polar crystal, a long-wavelength phonon can also carry a macroscopic field. This adds a direction-dependent force to the infrared-active modes, so the zero-field frequencies and labels used here are then no longer sufficient.

## Table of computed values

```
Class order: E 1, C6 2, C3 2, C2 1, sigma_v 3, sigma_d 3
Characters, all displacements: 12 0 0 0 4 0
Characters, vector: 3 2 0 -1 1 1
Characters, symmetric tensor: 6 2 0 2 2 2
All displacements: 2A1 + 2B1 + 2E1 + 2E2
Acoustic modes: A1 + E1
Optical modes: A1 + 2B1 + E1 + 2E2
Symmetric tensor: 2A1 + E1 + E2
All displacements with mirror names exchanged: 2A1 + 2B2 + 2E1 + 2E2
a = 6.0 bohr, c = 9.7 bohr, u = 0.38
Masses A, B = 50000, 25000 electron masses
Springs bond, AA, BB = 0.100, 0.010, 0.006 Ha/bohr^2
Spring cutoffs: unlike 4.0 bohr, like 6.5 bohr
Bond dipole: 0.4 e * (d/3.7 bohr) * d vector
Longitudinal bond polarizability: 10.0 * (d/3.7 bohr)^3 bohr^3
Transverse bond polarizability: 5.0 * (d/3.7 bohr) bohr^3
Vertical bond length = 3.6860 bohr
Slanted bond length = 3.6544 bohr
Slant cosine = 0.31852
K_z = 0.130436 Ha/bohr^2
K_xy = 0.134782 Ha/bohr^2
Reduced mass = 16666.67 electron masses
Born charge of A: in-plane 2.1162 e, axial 2.1024 e
Polar-mode dipole factor = 1.89737
Hand A1: energy 2.79753 mHa, dipole derivative 3.9891 e
Hand E1: energy 2.84375 mHa, dipole derivative 4.0152 e
Optical modes from diagonalization; responses are rms per partner:
E2, degeneracy 2: 0.65744 mHa = 144.29 cm^-1; dipole 0.0000 e; Raman 0.0361 bohr^2
B1, degeneracy 1: 1.79143 mHa = 393.17 cm^-1; dipole 0.0000 e; Raman 0.0000 bohr^2
A1, degeneracy 1: 2.79753 mHa = 613.99 cm^-1; dipole 3.9891 e; Raman 8.6467 bohr^2
E1, degeneracy 2: 2.84375 mHa = 624.13 cm^-1; dipole 4.0152 e; Raman 4.3178 bohr^2
B1, degeneracy 1: 2.84838 mHa = 625.15 cm^-1; dipole 0.0000 e; Raman 0.0000 bohr^2
E2, degeneracy 2: 2.92344 mHa = 641.62 cm^-1; dipole 0.0000 e; Raman 6.8265 bohr^2
A1 Raman tensor (A moves +z): xx = yy = 3.1344, zz = -7.4241 bohr^2
```
